Fröhlich coupling from lattice polarisation and the two permittivities, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. Ionic polarisation and its classical coupling to a charge

### A slab between charged plates

Take a slab of a polar crystal between two parallel plates that carry fixed charges +σ and −σ per unit area. Atomic units are used in the algebra: ħ = e = m_e = 4πε_vac = 1. The displacement field is D = E + 4πP, and its sources are the charges placed from outside, ∇·D = 4πρ. Between the plates D = 4πσ, whatever the slab does. The plates fix D, while E depends on how the crystal responds.

To raise σ by dσ, charge is carried through the voltage Eℓ, where ℓ is the slab thickness. The work per unit volume is E dσ = E dD/(4π). With E = D/ε this adds up to

u = D²/(8πε).

Two permittivities matter. If the ions are held in place, the electrons of the crystal alone respond and ε = ε∞. If the ions may also move against each other and come to rest, ε = ε0. Charge the plates with the ions held, then isolate the plates and release the ions. No outside work is done after the release, so the energy given up on the way to the new equilibrium is, per unit volume,

D²/(8πε∞) − D²/(8πε0) = (D²/8π) Δ,  Δ = 1/ε∞ − 1/ε0.

The difference of inverse permittivities thus measures the energy released when the ions relax in the field of a given charge.

This already fixes the size of the coupling. Let w be the ionic displacement normal to the plates, scaled so that its kinetic energy density is ẇ²/2. In a harmonic crystal the energy density at given D is

u(w) = D²/(8πε∞) − F w + ½ω_L² w².

Here F is the force that the plate charges exert on w, and ω_L is the frequency at which w oscillates when the plates carry no charge, that is, at D = 0. The minimum lies at w = F/ω_L², a depth F²/(2ω_L²) below the starting value. Setting this depth equal to the energy found above gives

F²/(2ω_L²) = D²Δ/(8π),  so  F = ω_L D √(Δ/4π),

up to a sign that depends on the direction chosen for w. An electron in the crystal is another charge that fixes D. What remains is to show that the same F governs a field varying in space, that ω_L is the longitudinal optical frequency, and what follows when w is a quantum variable.

### The ionic coordinate

The crystal is cubic with two ions per cell of volume Ω, as in the zincblende III-V semiconductors. The ions have masses M1 and M2 and displacements u1 and u2. The relative displacement is s = u1 − u2, and the centre of mass of the cell is at rest, M1u1 + M2u2 = 0. With the reduced mass μ = M1M2/(M1 + M2) this gives

u1 = μs/M1,  u2 = −μs/M2.

The kinetic energy per cell is then

½M1u̇1² + ½M2u̇2² = ½μ²ṡ²(1/M1 + 1/M2) = ½μṡ²,

because 1/M1 + 1/M2 = 1/μ. Division by Ω gives ẇ²/2 per unit volume if

w = s √(μ/Ω).

The field w(r) is treated as a smooth function of position. This requires wavelengths long compared with the cell edge. Holding the centre of mass at rest leaves out acoustic motion and hence strain, so ε0 means the static permittivity at fixed strain. Zincblende crystals are piezoelectric, and a value measured at zero stress contains an additional response from strain, which belongs to the acoustic modes.

### The linear equations

To first order in w and in the macroscopic field E, and without damping,

ẅ = −ω_T² w + γE,
P = γ′w + (ε∞ − 1)E/(4π).

In a cubic crystal each coefficient is a number, since a second-rank tensor with cubic symmetry is a multiple of the unit tensor. The second coefficient in P is set by the meaning of ε∞: at w = 0 the relation D = E + 4πP must give D = ε∞E. The field that acts on an individual ion differs from E, but it is linear in w and E, so the difference is contained in the coefficients.

The coefficients γ and γ′ are equal. To see this, write D = ε∞E + 4πγ′w and solve for the field,

E = (D − 4πγ′w)/ε∞.

The crystal is taken to be passive as well as undamped: a closed cycle of w and D neither costs nor yields work. An energy density u(w, D) therefore exists. Its derivatives are ∂u/∂D = E/(4π), the charging work found for the slab, and ∂u/∂w = −(force on w) = ω_T²w − γE. The mixed second derivative can be taken in either order:

∂/∂w (E/4π) = −γ′/ε∞,
∂/∂D (ω_T²w − γE) = −γ/ε∞.

Hence γ′ = γ.

The constant γ has a direct microscopic meaning. At E = 0 the dipole moment per cell is PΩ = Z*s, which defines the Born charge Z*. From P = γw = γs√(μ/Ω) follows

γ = Z*/√(μΩ).

In silicon and germanium the two atoms of the cell are identical, and inversion about the midpoint of a bond exchanges them. Inversion turns u1 into −u2 and u2 into −u1, so s = u1 − u2 is unchanged, while P changes sign. A polarisation proportional to s must therefore vanish: Z* = 0, γ = 0, and the coupling derived here is absent. In a III-V compound the two atoms differ and this symmetry is missing.

### Static permittivity

In a constant field the ions come to rest where the force vanishes, w = γE/ω_T². Then

D = ε∞E + 4πγw = (ε∞ + 4πγ²/ω_T²)E.

The bracket is ε0, so

ε0 − ε∞ = 4πγ²/ω_T².

### Transverse and longitudinal waves

Consider a plane wave with wavevector q and no added charge. At wavelengths much shorter than that of light at the phonon frequency, retardation is negligible and E = −∇φ. The field is then parallel to q, and ∇·D = 0 requires

q·(ε∞E + 4πγw) = 0.

If w is perpendicular to q, then q·E = 0, and since E is parallel to q, E = 0. The equation of motion reduces to ẅ = −ω_T²w, so ω_T is the transverse optical frequency, ω_TO.

If w is parallel to q, then

E = −4πγw/ε∞.

The force γE opposes the displacement that causes it, whatever the sign of γ, and stiffens the motion:

ẅ = −(ω_T² + 4πγ²/ε∞)w.

The longitudinal frequency is therefore given by

ω_L² = ω_T² + 4πγ²/ε∞ = ω_T²[1 + (ε0 − ε∞)/ε∞] = ω_T² ε0/ε∞,

where 4πγ² = ω_T²(ε0 − ε∞) was inserted. This is the Lyddane–Sachs–Teller relation for a single polar mode. Since D = 0 in this wave, ω_L is also the frequency that appeared in the slab. It is written ω_LO from here on.

Now γ can be expressed through quantities that are usually known:

γ² = ω_TO²(ε0 − ε∞)/(4π)
  = ω_LO² (ε∞/ε0)(ε0 − ε∞)/(4π)
  = ω_LO² ε∞² Δ/(4π).

The last step uses ε0 − ε∞ = ε0ε∞Δ.

### Energy with an added charge

Let a charge density ρ(r) be added. It fixes the longitudinal part of D through ∇·D = 4πρ. From here on D, E and w denote longitudinal parts. Transverse ionic motion produces no electrostatic field, and its scalar product with a longitudinal field integrates to zero, so it does not couple to the charge in this model.

The energy density whose derivatives were used above is

u = ½ω_TO² w² + (D − 4πγw)²/(8πε∞).

Its derivative with respect to D is (D − 4πγw)/(4πε∞) = E/(4π). Its derivative with respect to w is ω_TO²w − γ(D − 4πγw)/ε∞ = ω_TO²w − γE. Both are as required. Expanding the square gives

u = D²/(8πε∞) − (γ/ε∞)D·w + ½(ω_TO² + 4πγ²/ε∞)w²
  = D²/(8πε∞) − (γ/ε∞)D·w + ½ω_LO² w².

The first term is the energy of the added charges in a crystal with clamped ions. For several electrons it contains their repulsion 1/(ε∞r). The last term, with the kinetic energy ẇ²/2, describes free longitudinal phonons. The middle term is the coupling,

H_int = −(γ/ε∞) ∫ D·w d³r.

The force on w is γD/ε∞. With γ = ε∞ω_LO√(Δ/4π) this is the force F of the slab.

For an electron it is convenient to turn the coupling into a potential energy. The ionic displacement by itself produces the field −4πγw/ε∞ = −∇φ_w, so

∇φ_w = 4πγw/ε∞.

Inserting this and integrating by parts, with periodic boundary conditions so that surface terms cancel, gives

H_int = −(1/4π)∫ D·∇φ_w d³r = (1/4π)∫ φ_w ∇·D d³r = ∫ ρφ_w d³r.

The energy is the charge times the potential made by the ions. There is no factor ½, because the energy stored by the ions is already in the term ½ω_LO²w². There is also no further division by ε∞: the response of the crystal electrons is contained in φ_w once, and once is all that the energy density allows. An electron at r_e has ρ = −δ(r − r_e), hence

H_int = −φ_w(r_e).

The derivation assumes that the crystal electrons follow the ions and the added electron without delay. This is justified while the energies exchanged, of the order of the phonon energy, are small compared with the energies of electronic excitation across the gap.

### Why inverse permittivities appear

If E were held fixed instead of D, the relaxation energy of the ions would be different. The terms in w would be ½ω_TO²w² − γE·w, with a minimum of −γ²E²/(2ω_TO²) = −(ε0 − ε∞)E²/(8π), so the plain difference of permittivities would appear. That case describes plates connected to a battery. An electron carries a fixed charge and so fixes D, and the relevant difference is Δ.

### A microscopic lattice as a test

The relations above can be tested on a model in which ε∞, ε0 and γ are not inputs. The lattice is zincblende with cubic cell edge 5.60 Å. Its ions carry charges ±0.60 e, have polarisabilities of 3.0 and 4.5 Å³ and masses of 70 and 75 atomic mass units, and are joined to their four nearest neighbours by elastic bonds that resist relative displacement equally in every direction. The four force constants of an ion add up to 11.0 eV/Å². These are round model parameters and stand for no material. The model serves only at long wavelength. It fails well inside the zone. The lowest phonon branch turns unstable near q = 0.24 Å⁻¹ along a cube axis and near 0.19 Å⁻¹ along a face diagonal. Further out, from about 0.7 Å⁻¹ to the zone boundary along a cube axis, point dipoles this polarisable reinforce one another so strongly that even the clamped lattice is unstable. The fields of all dipoles are summed over the infinite lattice.

The model has ε∞ = 8.55, ε0 = 10.53 and Z* = 2.11 e. The Born charge exceeds the ionic charge because a displaced ion polarises its surroundings. The enhancement can be derived. Let ψ be the potential of a lattice of unit charges in a uniform neutralising background, which corresponds to zero macroscopic field. Away from the charges ∇²ψ = 4π/Ω. The field of a lattice of dipoles p has components Σ_b ∂_a∂_bψ p_b. At the cubic sites of this structure, with the contribution of the ion itself removed, the tensor ∂_a∂_bψ is isotropic and has trace 4π/Ω, so the field is 4πp/(3Ω). Summed over both sublattices it is 4πP/3. With α the sum of the two polarisabilities and Z the ionic charge,

PΩ = Zs + α(4πP/3),  so  Z* = Z/(1 − x),  x = 4πα/(3Ω).

With clamped ions in a field E the local field is E + 4πP/3 and PΩ = α(E + 4πP/3). This gives 4πP = 3xE/(1 − x) and ε∞ = (1 + 2x)/(1 − x), from which 1/(1 − x) = (ε∞ + 2)/3. The numbers agree: 0.60 × (8.547 + 2)/3 = 2.11.

The transverse and longitudinal phonon energies are 0.03270 and 0.03629 eV. Their squared ratio is 1.232, and ε0/ε∞ = 10.527/8.547 = 1.232. The tests covered this relation, the link between ε0 − ε∞ and the Born charge, and the force on the ions in a given longitudinal D, which per cell is Z*D/ε∞ on the coordinate s. They also confirmed, for a wave along a cube axis, that a longitudinal D produces the field D/ε∞ with clamped ions and D/ε0 when the ions move against each other with the centre of mass of the cell at rest. In other directions, if the centre of mass is also released, strain adds a piezoelectric response that is not contained in ε0 and is large in this model. All these relations held within a relative tolerance of 10⁻⁴ or better.

## Part 2. The quantised coupling, its tests and its use

### Symbols and results carried over

Atomic units are used, and the electron has charge −1. The ionic field w has kinetic energy density ẇ²/2, and in this part w is its longitudinal part. ω_LO and ω_TO are the longitudinal and transverse optical frequencies at long wavelength, ε∞ and ε0 the permittivities with clamped ions and with ions free to move at fixed strain, and Δ = 1/ε∞ − 1/ε0. Ω is the cell volume, μ the reduced mass and Z* the Born charge. The classical results needed are

energy density of free phonons: ½ẇ² + ½ω_LO² w²,
potential of the ions: ∇φ_w = 4πγw/ε∞,
energy of an electron at r: H_int = −φ_w(r),
coupling constant: γ² = ω_LO² ε∞² Δ/(4π) = Z*²/(μΩ).

The classical coupling of an electron to the longitudinal ionic field is now fixed by ω_LO, ε∞ and ε0, or equivalently with the Born charge in place of ε0. What remains is to quantise this field, find the coupling to each phonon mode, and test and apply the result.

All numerical values are calculated from the stated model.
